\section*{Mean energy of electrons filling an exponential band tail}

\section*{Question}

I am working on an exercise about amorphous oxide semiconductors. The localized states below the conduction band edge $E_c$ have the density
\begin{equation}
g(E)=g_c\,e^{(E-E_c)/E_0},\qquad E\le E_c ,
\label{eq:dos}
\end{equation}
and the tail is taken to continue downwards without end. At zero temperature it is filled up to a Fermi level $E_F$ below $E_c$. I have to show that the mean energy of these electrons is $E_F-E_0$.

I set $E_c=0$, integrated $E\,g(E)$ from $-\infty$ to $E_F$, and divided by the number of tail states per volume, $E_0g_c$. This gave
\[
(E_F-E_0)\,e^{E_F/E_0}.
\]
The bracket looks right, but I cannot get rid of the exponential. I also don't understand the claim itself. If there are states at arbitrarily low energy, why isn't the mean dragged down to $-\infty$? And if I add electrons, there are more of them deep down as well as near the top, so why should the distance from $E_F$ to the mean stay the same? Does any of this survive in a real film, where the tail must end somewhere and the electrons repel each other?

\section*{Answer}

Your integral is correct, but the divisor is not. You divided by the density of all tail states, whereas a mean energy per electron needs the density of occupied ones. I keep your choice $E_c=0$, so energies in the tail are negative, and I let $g$ count states that hold one electron each, with spin already included. The electrons are independent until repulsion is introduced below.

\subsection*{The mean, with the right divisor}

At zero temperature every state below $E_F$ is full and every state above it is empty. For $E_F\le 0$ the electron density is therefore
\begin{equation}
n=\int_{-\infty}^{E_F}g_c\,e^{E/E_0}\,dE
=E_0\,g_c\,e^{E_F/E_0}=E_0\,g(E_F).
\label{eq:n}
\end{equation}
The lower limit contributes nothing because the exponential vanishes there. An endless tail thus holds a finite number of electrons. Dividing your integral by this $n$ instead of $E_0g_c$ removes the factor $e^{E_F/E_0}$.

To see why the result has this form, measure each electron by its depth below the Fermi level, $x=E_F-E\ge 0$. Then
\begin{equation}
g(E_F-x)=g_c\,e^{(E_F-x)/E_0}=g(E_F)\,e^{-x/E_0}.
\end{equation}
Dividing by $n=E_0g(E_F)$ gives the normalized distribution of depths,
\begin{equation}
p(x)=\frac{1}{E_0}\,e^{-x/E_0}.
\label{eq:p}
\end{equation}
Neither $g_c$ nor $E_F$ is left in it. The mean depth follows by integrating by parts, with $x$ differentiated and $e^{-x/E_0}/E_0$ integrated to $-e^{-x/E_0}$:
\begin{align}
\langle x\rangle
&=\int_0^\infty \frac{x}{E_0}\,e^{-x/E_0}\,dx
=\Bigl[-x\,e^{-x/E_0}\Bigr]_0^\infty+\int_0^\infty e^{-x/E_0}\,dx \nonumber\\
&=0+E_0 .
\end{align}
The bracket is zero at $x=0$ because of the factor $x$, and at infinity because the exponential falls faster than $x$ grows. Since $E=E_F-x$,
\begin{equation}
\boxed{\langle E\rangle=E_F-E_0 .}
\label{eq:main}
\end{equation}

This answers your two doubts. Very deep states exist, but they are so rare that their contribution to the mean converges. A fraction $\int_0^{E_0}p\,dx=1-e^{-1}$, or 63.2\,\%, of the electrons lies within one width of $E_F$. When $E_F$ rises by $\delta$, the density at every fixed depth grows by the same factor $e^{\delta/E_0}$. There are more electrons at each depth, but their proportions do not change.

The condition $E_F\le E_c$ matters. Once the Fermi level has passed the band edge, the tail is full and its top is at $E=0$. The same integral, with depth measured from the edge, then gives a mean of $-E_0$ for the tail electrons, however far $E_F$ rises.

\subsection*{Numbers for an oxide film}

Take $E_0=30$~meV, $g_c=10^{20}\ \mathrm{cm^{-3}\,eV^{-1}}$ and $E_F=-100$~meV. Then
\begin{align}
g(E_F)&=10^{20}\,e^{-100/30}=3.57\times10^{18}\ \mathrm{cm^{-3}\,eV^{-1}},\\
n&=(0.030\ \mathrm{eV})\,g(E_F)=1.07\times10^{17}\ \mathrm{cm^{-3}},\\
\langle E\rangle&=-100-30=-130\ \mathrm{meV}.
\end{align}
Lifting an electron from the Fermi level to the band edge costs 100~meV. Lifting all the tail electrons there costs 130~meV per electron on average.

The result can also be checked without integrating the density of states. Draw 4\,000\,000 levels at random from the tail and fill the lowest 142\,696, which is the fraction $e^{-100/30}$. The highest filled level came out at $-99.96$~meV and the mean at $-129.90$~meV, a separation of 29.94~meV. The depth distribution has standard deviation $E_0$, so the expected scatter of this separation is $30/\sqrt{142\,696}=0.08$~meV, and the difference from 30~meV is within it.

\subsection*{Why another tail shape would not do}

Let $n(E)$ be the density of states below energy $E$, so that $g=dn/dE$. For any tail with a finite mean depth, integration by parts gives
\begin{align}
n(E_F)\langle x\rangle
&=\int_{-\infty}^{E_F}(E_F-E)\,\frac{dn}{dE}\,dE \nonumber\\
&=\Bigl[(E_F-E)\,n(E)\Bigr]_{-\infty}^{E_F}+\int_{-\infty}^{E_F}n(E)\,dE .
\end{align}
The bracket vanishes at the top because $E_F-E=0$. It vanishes at the bottom because $(E_F-E)\,n(E)$ is no larger than the part of the convergent first integral that lies below $E$. Now demand $\langle x\rangle=E_0$ for every $E_F$ in the tail. This means $E_0\,n(E_F)=\int_{-\infty}^{E_F}n\,dE$, and differentiating with respect to $E_F$ gives
\begin{equation}
E_0\,\frac{dn}{dE_F}=n(E_F)
\quad\Longrightarrow\quad n\propto e^{E_F/E_0}.
\end{equation}
A constant mean depth therefore requires an exponential tail.

A Gaussian tail shows the difference. With its centre at $E=0$ and a standard deviation $\sigma=60$~meV, the mean depth is 24.9~meV for $E_F=-100$~meV, but 15.7~meV for $E_F=-200$~meV. The local decay width of the Gaussian, $(d\ln g/dE)^{-1}=\sigma^2/|E|$, shrinks as one goes down, so the electrons crowd closer to a lower Fermi level.

\subsection*{If the tail ends}

Suppose the tail stops at a depth $D$ below $E_F$. The upper limit in both depth integrals becomes $D$:
\begin{align}
\int_0^D e^{-x/E_0}dx&=E_0\left(1-e^{-D/E_0}\right),\\
\int_0^D x\,e^{-x/E_0}dx&=-E_0D\,e^{-D/E_0}+E_0^2\left(1-e^{-D/E_0}\right).
\end{align}
Their ratio is the new mean depth. Multiplying numerator and denominator of the correction by $e^{D/E_0}$ gives
\begin{equation}
\langle x\rangle_D=E_0-\frac{D}{e^{D/E_0}-1}.
\label{eq:cut}
\end{equation}
For $D\gg E_0$ the correction is exponentially small. For $D\ll E_0$, expanding the exponential to second order gives $\langle x\rangle_D\to D/2$, as it must for a nearly constant density of states.

In a film the tail can disappear into a background of deeper states. Let this background be flat, $g_d=10^{16}\ \mathrm{cm^{-3}\,eV^{-1}}$. The two densities are equal at
\begin{equation}
D=E_0\ln\frac{g(E_F)}{g_d}=30\ln(357)\ \mathrm{meV}=176\ \mathrm{meV}.
\end{equation}
Cutting the tail there changes the mean depth from 30 to 29.5~meV, so six widths are a good substitute for infinity.

Counting the background electrons is another matter. Over 1~eV below $E_F$ they add $10^{16}\ \mathrm{cm^{-3}}$ at a mean depth of 500~meV. The mean depth of all electrons counted is then
\begin{equation}
\frac{1.07\times30+0.10\times500}{1.17}\ \mathrm{meV}=70\ \mathrm{meV}.
\end{equation}
Equation~\eqref{eq:main} is a statement about the tail electrons, not about every electron in the gap.

\subsection*{If electrons repel each other}

Consider first two electrons in the same localized orbital. Let the orbital energies have the density $g_1(E)=A\,e^{E/E_0}$. The first electron in an orbital costs $E$, and the second costs $E+U$, with the same $U\ge0$ for all orbitals. The costs of second electrons are distributed as
\begin{equation}
g_1(E-U)=e^{-U/E_0}\,g_1(E),
\end{equation}
because a second electron with cost $E$ sits in an orbital of energy $E-U$. This is the same exponential with a smaller prefactor. At zero temperature an electron enters whenever its cost is below $E_F$, so first and second electrons separately have the mean cost $E_F-E_0$. The costs in a doubly occupied orbital add up to $2E+U$, its full energy, so the repulsion is counted once. The total energy per electron is still $E_F-E_0$, and the $g$ of Eq.~\eqref{eq:dos} is now the spectrum of costs for adding an electron, $(1+e^{-U/E_0})\,g_1$.

For a localization length of 2~nm and a relative permittivity of 10, the Coulomb energy $e^2/(4\pi\varepsilon_0\varepsilon_r a)$ is about 72~meV. This sets the scale of $U$; for an orbital $\psi\propto e^{-r/a}$ the repulsion is $5/8$ of it, or 45~meV. With $U=72$~meV, more than twice $E_0$, second electrons make up
\begin{equation}
\frac{e^{-U/E_0}}{1+e^{-U/E_0}}=\frac{1}{1+e^{72/30}}=8.3\,\%
\end{equation}
of the total. As a check, each of many random orbitals was given the occupation $N=0$, 1 or 2 that minimizes its energy minus $NE_F$. This gave a mean energy per electron of $-129.93$~meV, in agreement with $-130$~meV.

Repulsion between different orbitals is not covered by this argument. At the mean spacing $n^{-1/3}=21$~nm it is about 6.8~meV per pair, or 23\,\% of $E_0$. Nearest neighbours at random positions are closer than this, and their mean Coulomb energy is about 15~meV, half of $E_0$. These are scales for the neglected energy, not a calculated shift of the mean.

\subsection*{If the film is warm}

Take independent electrons again. Hold $n$ fixed and let $k_BT\ll E_0$, with $E_F$ many $k_BT$ below the band edge. For a smooth function $h(E)$ with integral $H(E)=\int_{-\infty}^{E}h\,dE'$, integration by parts moves the derivative onto the Fermi function $f$:
\begin{equation}
\int h f\,dE=\int H\left(-\frac{df}{dE}\right)dE
\simeq H(\mu)+\frac{\pi^2}{6}(k_BT)^2\,h'(\mu).
\label{eq:som}
\end{equation}
Here $H$ was expanded to second order about the chemical potential $\mu$. The weight $-df/dE$ is even about $\mu$, so the linear term drops out. With $y=(E-\mu)/k_BT$, its second moment in units of $(k_BT)^2$ is
\begin{equation}
2\int_0^\infty\frac{y^2e^{-y}}{(1+e^{-y})^2}\,dy
=4\sum_{k=1}^{\infty}\frac{(-1)^{k+1}}{k^2}=\frac{\pi^2}{3},
\end{equation}
and half of this appears in Eq.~\eqref{eq:som}.

First take $h=g$. Writing $\mu=E_F+\delta$ and requiring that $n$ does not change gives
\begin{equation}
0=\delta\,g(E_F)+\frac{\pi^2}{6}(k_BT)^2\,g'(E_F)
\;\Longrightarrow\;
\delta=-\frac{\pi^2(k_BT)^2}{6E_0},
\end{equation}
since $g'=g/E_0$. Then take $h=Eg$, for which $h'=g+Eg'$. The energy density changes by
\begin{equation}
\Delta u=E_F\Bigl[\delta\,g+\frac{\pi^2}{6}(k_BT)^2g'\Bigr]+\frac{\pi^2}{6}(k_BT)^2g
=\frac{\pi^2}{6}(k_BT)^2\,g(E_F),
\end{equation}
because the bracket is the zero of the previous equation. Dividing by $n=E_0g(E_F)$,
\begin{equation}
\Delta\langle E\rangle=\frac{\pi^2(k_BT)^2}{6E_0}.
\label{eq:warm}
\end{equation}
To this order the mean rises by as much as the chemical potential falls.

I compared this with a numerical solution for independent electrons at fixed total density, adding a parabolic band of mass $0.34\,m_e$ above the edge. At 10~K both give a rise of 0.041~meV. At 77~K the numerical rise is 2.5~meV and Eq.~\eqref{eq:warm} gives 2.4~meV.

At 300~K, $k_BT=25.9$~meV is close to $E_0$ and the expansion has lost its basis. The numerical chemical potential is $-144$~meV, and 18\,\% of the electrons are in the band (9 to 27\,\% for band masses from $0.2$ to $0.5\,m_e$, over which the tail mean moves by only a few meV). Those left in the tail have a mean energy of $-96$~meV, which is 48~meV \emph{above} the chemical potential. Equation~\eqref{eq:warm} still comes near the rise of the mean (37 against 34~meV), but this is an accident of the cut at the band edge. The expansion knows nothing of the edge, and for an exponential continued upwards without end the mean would rise by 149~meV and the chemical potential would fall by 56~meV. The actual fall of 44~meV exceeds the predicted 37~meV because electrons leave for the band; with the tail cut at the edge and no band, the fall is 37~meV.

The reversal has a simple origin. A few $k_BT$ above $\mu$, the occupied density varies as $e^{E/E_0-E/k_BT}$. It decays over the energy $(1/k_BT-1/E_0)^{-1}$, while below $\mu$ it falls off over $E_0=30$~meV. The two are equal at $k_BT=E_0/2$, or 174~K. There the occupied density of an exponential without an edge is proportional to $1/\cosh[(E-\mu)/E_0]$, which is even about $\mu$, so the mean passes through $\mu$; with the edge and the band this happens near 180~K. At 300~K the decay energy above $\mu$ is about 190~meV, more than the 144~meV between $\mu$ and the band edge, so tail states all the way up to the edge carry appreciable weight.

\subsection*{What this says about a real film}

The parameters above are rough values in the regime of amorphous indium gallium zinc oxide; tail widths and densities depend on how the film is made. For these numbers, ending the tail six widths down hardly matters, and a uniform on-site repulsion leaves the zero-temperature mean at $E_F-E_0$. For given orbitals and a given electron density, however, the repulsion raises $E_F$, and the mean rises with it. In a transistor that is switched on, the gate can add more electrons than the $E_0g_c=3\times10^{18}\ \mathrm{cm^{-3}}$ that the tail holds. The zero-temperature Fermi level then lies in the band, and the rule does not apply. Room temperature breaks the rule as well: for independent electrons, going to 300~K at fixed total density moves the mean tail energy from $-130$ to $-96$~meV, more than a whole tail width. The size of this shift depends on the parameters: it is about half a width for $E_F=-50$~meV, and several widths for a tail with $E_0$ of 20~meV or less, which is narrower than $k_BT$ at 300~K. The rule $\langle E\rangle=E_F-E_0$ is thus for a cold film, with $k_BT\ll E_0$, the Fermi level below the band edge, a tail that stays exponential for several widths below that level, the same on-site repulsion in all orbitals, and repulsion between different orbitals small enough to neglect. The numerical output below lists most of the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Energies are measured from the band edge
tail width E0                        30.0 meV
density of states at the edge        1.00e+20 cm^-3 eV^-1
Fermi level EF                       -100.0 meV
density of states at EF              3.567e+18 cm^-3 eV^-1
electron density n                   1.070e+17 cm^-3
mean energy                          -130.000 meV
mean depth below EF                  30.000 meV
share within one width of EF         63.2 %
mean energy of a completely full tail -30.000 meV
random levels: drawn                 4000000
random levels: filled                142696
random levels: highest filled        -99.96 meV
random levels: mean energy           -129.90 meV
random levels: expected scatter      0.08 meV
Gaussian tail: standard deviation    60.0 meV
Gaussian tail: depth, EF = -100 meV  24.9 meV
Gaussian tail: depth, EF = -200 meV  15.7 meV
deep background                      1.0e+16 cm^-3 eV^-1
tail meets background, below EF      176.3 meV
mean depth of tail cut there         29.50 meV
deep range counted below EF          1000 meV
tail plus deep electron density      1.170e+17 cm^-3
mean depth of tail plus deep         70.2 meV
relative permittivity                10.0
localization length                  2.0 nm
on-site repulsion U                  72.0 meV
share of second electrons            8.3 %
mean energy with U (random sites)    -129.93 meV
mean electron spacing                21.1 nm
Coulomb energy at that spacing       6.8 meV
band mass                            0.34 m_e
T = 10 K: kT                       0.862 meV
  chemical potential                 -100.04 meV
  mean energy of tail electrons      -129.96 meV
  rise of that mean from T = 0       0.0407 meV
  rise by the low-temperature law    0.0407 meV
  share of electrons in the band     1.1e-49 %
T = 77 K: kT                       6.635 meV
  chemical potential                 -102.45 meV
  mean energy of tail electrons      -127.46 meV
  rise of that mean from T = 0       2.5367 meV
  rise by the low-temperature law    2.4141 meV
  share of electrons in the band     0.00012 %
T = 300 K: kT                       25.852 meV
  chemical potential                 -143.86 meV
  mean energy of tail electrons      -95.61 meV
  rise of that mean from T = 0       34.3920 meV
  rise by the low-temperature law    36.6451 meV
  share of electrons in the band     18 %
\end{verbatim}
